# Fuller–Tabor pull-off of rough JKR surfaces: algorithm and universal curve

## Definitions and conventions

A body carries \(N\) asperities on a rigid backing. Their tips are paraboloids of equal radius \(R\), and their summit heights \(z\) are Gaussian with mean zero and standard deviation \(\sigma\). The body faces a smooth flat at separation \(d\) from the mean summit plane. An asperity of height \(z\) has indentation \(\delta=z-d\), negative when its neck is stretched. The compressive force on it is \(F\), so its tension is \(-F\). The combined modulus \(E^*\) is defined by \(1/E^*=(1-\nu_1^2)/E_1+(1-\nu_2^2)/E_2\), and \(w\) is the work of adhesion per unit area. Adhesion has zero range and no hysteresis of its own (the JKR model), and asperities do not interact elastically. SI units are used.

Two single-asperity quantities set the scales:

\[
F_c=\tfrac32\pi wR,\qquad
\delta_c=\tfrac34\left(\frac{\pi^2w^2R}{E^{*2}}\right)^{1/3}.
\]

\(F_c\) is the largest tension one asperity can carry. \(\delta_c\) is the extension at which its neck breaks when displacement is controlled, as it is for each asperity on a rigid backing.

The result is that the largest mean tension is \(NF_cP(S)\) with \(S=\sigma/\delta_c\), where \(P\) is one function for all \(w,R,E^*,\sigma\). The conditions are equal radii, a fixed form of height distribution, and a preceding approach close enough to form the necks that matter. "Mean" refers to the height distribution; a finite sample scatters, and its own largest tension lies above this value on average.

## One asperity

**Flat punch.** A point load \(f\) displaces the surfaces by \(f/(\pi E^*\rho)\) at distance \(\rho\). Take the pressure \(p=F/(2\pi a\sqrt{a^2-r^2})\) on a disc of radius \(a\), whose integral is \(F\). In polar coordinates centred on the field point, the area element \(\rho\,d\rho\,d\theta\) cancels \(1/\rho\), leaving line integrals of \(p\). On a line at distance \(b\) from the disc centre,

\[
\int\frac{dt}{\sqrt{a^2-b^2-t^2}}=\pi ,
\]

whatever \(b\) is. For a point inside the disc, the full lines cover an angle \(\pi\), so

\[
u=\frac{1}{\pi E^*}\frac{F}{2\pi a}\,\pi^2=\frac{F}{2E^*a}.
\]

The displacement is uniform: this is a flat punch with \(F=2E^*a\delta\). For a point at \(r>a\), the lines that meet the disc cover an angle \(2\arcsin(a/r)\), and the same product gives \(u=(2\delta/\pi)\arcsin(a/r)\).

**Paraboloid without adhesion.** Build the contact from punch increments while \(a\) grows. When the edge reaches \(r\), the surface there must have moved by \(\delta_H(r)-r^2/2R\). Try \(\delta_H=a^2/R\). With \(a=rt\), the accumulated displacement is

\[
\int_0^r\frac2\pi\arcsin\frac ar\,\frac{2a}{R}\,da
=\frac{4r^2}{\pi R}\int_0^1t\arcsin t\,dt
=\frac{4r^2}{\pi R}\,\frac\pi8=\frac{r^2}{2R},
\]

which is the required value. Later increments move the contact uniformly and keep the fit. The force is \(F_H=\int_0^a2E^*a'(2a'/R)\,da'=4E^*a^3/(3R)\).

**Adding adhesion.** Load to \(a\) without adhesion, then change \(\delta\) at fixed \(a\) with the punch stiffness \(2E^*a\). The first stage costs \(\int F_H\,d\delta_H=8E^*a^5/(15R^2)\). The elastic energy is

\[
U=\frac{8E^*a^5}{15R^2}+F_H\Big(\delta-\frac{a^2}R\Big)+E^*a\Big(\delta-\frac{a^2}R\Big)^2
=E^*\Big(a\delta^2-\frac{2a^3\delta}{3R}+\frac{a^5}{5R^2}\Big).
\]

At fixed \(\delta\), equilibrium makes \(U-\pi a^2w\) stationary:

\[
E^*\Big(\delta-\frac{a^2}{R}\Big)^2=2\pi aw
\quad\Rightarrow\quad
\delta=\frac{a^2}{R}-\sqrt{\frac{2\pi aw}{E^*}} .
\]

The negative root is the one with tension at the contact edge. Inserting it in \(F=F_H+2E^*a(\delta-a^2/R)\) gives

\[
F=\frac{4E^*a^3}{3R}-\sqrt{8\pi wE^*a^3}.
\]

The equilibrium is stable if the second derivative of the energy is positive:

\[
\frac{4E^*a}{R}\sqrt{\frac{2\pi aw}{E^*}}-2\pi w>0
\quad\Leftrightarrow\quad
a^3>a_0^3=\frac{\pi wR^2}{8E^*}.
\]

**Scaling.** Put \(s=a/a_0\). The definition of \(a_0\) gives \(\sqrt{2\pi a_0w/E^*}=4a_0^2/R\), so \(\delta=(a_0^2/R)(s^2-4\sqrt s)\). At \(s=1\) this is \(-3a_0^2/R=-\delta_c\). Likewise \(4E^*a_0^3/(3R)=\pi wR/6\) and \(\sqrt{8\pi wE^*a_0^3}=\pi wR\). Therefore

\[
x\equiv\frac{\delta}{\delta_c}=\frac{s^2-4\sqrt s}{3},\qquad
g\equiv\frac{-F}{F_c}=\frac23s^{3/2}-\frac{s^3}{9},\qquad s\ge1 .
\]

No material constant remains. The neck breaks at \(x=-1\), still carrying \(g=5/9\). The maximum \(g=1\) is at \(s^{3/2}=3\), or \(x_1=-3^{-2/3}=-0.481\). At first touch \(x=0\) and \(g=8/9\). Tension turns into compression at \(s^{3/2}=6\), or \(x=1.211\).

## The ensemble and its single maximum

Let \(D=d/\delta_c\) and let \(\phi_S\) be the Gaussian density of standard deviation \(S\). Since \(z/\delta_c=D+x\), the mean tension per asperity in units of \(F_c\) is

\[
T(D)=\int_{-1}^{\infty}g\,\phi_S(D+x)\,dx
=\int_1^\infty g(s)\,\frac{2s-2/\sqrt s}{3}\,\phi_S(D+x(s))\,ds .
\]

It depends on \(D\) and \(S\) alone. Maximising over \(D\) leaves \(P(S)\), which proves the collapse. One could also divide \(\sigma\) by the extension at maximum tension, \(0.481\,\delta_c\); that only rescales the axis.

To locate the maximum, differentiate under the integral and integrate by parts. The boundary term comes from the finite tension at the break:

\[
-\frac{dT}{dD}=M(D)=\frac59\phi_S(D-1)+\int_1^\infty\Big(\sqrt s-\frac{s^2}{3}\Big)\phi_S(D+x(s))\,ds .
\]

**Lemma.** Let \(m(x)\) be positive for \(x<x_c\) and negative for \(x>x_c\). Then \(\int m\,\phi_S(D+x)\,dx\) changes sign once as \(D\) increases, from negative to positive. To see this, multiply the integral by the positive factor \(\exp[(D^2+2x_cD)/2S^2]\). Up to a constant this gives

\[
h(D)=\int m(x)\,e^{-x^2/2S^2}\,e^{-(x-x_c)D/S^2}dx ,
\qquad
h'(D)=-\frac1{S^2}\int m\,(x-x_c)\,e^{\cdots}dx>0 ,
\]

because \(m(x)(x-x_c)\le0\). As \(D\to-\infty\) the negative part dominates, and as \(D\to+\infty\) the positive part does.

The source in \(M\) has this form with \(x_c=x_1\). So \(T\) rises, passes one maximum and falls. A bracketed root search on \(M\) therefore cannot settle on a wrong maximum.

**Lower bracket.** At \(D=-b\) with \(b=S+0.4\), the Gaussian is centred on \(x=b\). The positive source has total weight 1, all at distance at least \(b-x_1\) from the centre. The negative source between \(x_1\) and the mirror point \(2b-x_1\) is closer. Its weight is \(1-g(2b-x_1)\), which exceeds 1 because \(2b-x_1>1.28\) lies in the compressive range. Hence \(M(-b)<0\).

## Scheme

```
contact(x):                      # stable branch
    if x <= -1: return 1
    solve t^4 - 4t - 3x = 0 for t >= 1
    return t^2

nodes(D, S):
    ref  = max(D - 1, 0)
    half = sqrt(ref^2 + 80 S^2)
    s1 = contact(max(-1, -D - half))
    s2 = contact(-D + half)
    s, wt = 200 Gauss-Legendre nodes on [s1, s2]
    y  = D + x(s)
    wt = wt * exp(-(y - ref)(y + ref) / (2 S^2))
    return s, wt, ref

M(D, S):                         # positive factor dropped
    s, wt, ref = nodes(D, S)
    jump = 5/9 exp(-((D-1)^2 - ref^2) / (2 S^2))
    return jump + sum wt (sqrt(s) - s^2/3)

pull_off(S):
    lo = -(S + 0.4);  hi = 1
    while M(hi, S) <= 0: hi = 1.5 hi + 0.5
    D = root of M in [lo, hi]
    s, wt, ref = nodes(D, S)
    A = sum wt g(s) x'(s) / (S sqrt(2 pi))
    return D, ln P = ln A - ref^2 / (2 S^2)
```

**Cost.** One evaluation of \(M\) takes about 200 exponentials and at most two scalar root searches. The cost of a point on the curve is this times the number of root iterations, independent of \(N\). Memory is a few arrays of 200 numbers.

**Stability.** Three choices matter.

1. The integration variable is \(s\), not \(x\). Near the break \(x+1\approx(s-1)^2/2\), so \(dg/dx\) diverges as \((x+1)^{-1/2}\), while the integrand in \(s\) is smooth.
2. The largest Gaussian factor is taken out and kept as a logarithm. Otherwise the sum underflows in double precision for very rough surfaces: at \(S=80\) the leading exponent derived below is already about \(-1230\).
3. The integration window follows the Gaussian and drops factors below \(e^{-40}\) relative to the reference one, so a narrow height distribution is still resolved.

**Verification.** The collapse was tested from the unscaled JKR equations in SI units, with adaptive quadrature over heights and a direct maximisation over \(d\). The sets \((w,R,E^*)\) were (0.05 J/m², 0.5 µm, 100 MPa), (0.03 J/m², 100 µm, 1 MPa) and (0.1 J/m², 5 µm, 5 GPa), each at \(S=0.3,1,2\). The largest difference from \(P(S)\), relative to \(P\), was \(1.3\times10^{-10}\).

## Two limits

**Smooth surfaces.** For \(S\ll1\) all asperities sit near the maximum of \(g\). Expanding about \(x_1\) gives \(P\approx1+\tfrac12g''(x_1)S^2\); the accompanying shift of \(D\) is of order \(S^2\) and changes \(P\) at order \(S^4\). Since \(dg/ds=0\) there, \(g''(x_1)=(d^2g/ds^2)/(dx/ds)^2\). Let \(q=1/\sqrt s=3^{-1/3}\), so that \(s=3q\). Then

\[
\frac{d^2g}{ds^2}=\frac q2-2q=-\frac{3q}2,\qquad
\frac{dx}{ds}=\frac{6q-2q}{3}=\frac{4q}{3},\qquad
g''(x_1)=-\frac{27}{32q},
\]

\[
P\approx1-\frac{27\cdot3^{1/3}}{64}\,S^2=1-0.608\,S^2 .
\]

At \(S=0.1\) this gives 0.9939 against the computed 0.9938; at \(S=0.3\), 0.945 against 0.931. The expansion also requires \(S\) to be small compared with 0.52, the distance from \(x_1\) to the break.

**Rough surfaces.** For \(S\gg1\) only the high tail of the distribution touches. Write \(D=\lambda S^2\). Then

\[
T=\frac{e^{-\lambda^2S^2/2}}{\sqrt{2\pi}\,S}\int_{-1}^\infty g\,e^{-\lambda x}e^{-x^2/2S^2}dx ,
\qquad I(\lambda)=\int_{-1}^\infty g\,e^{-\lambda x}dx .
\]

\(I\) is the net tension of an exponential height distribution. It has one zero \(\lambda^*\): with \(x_0=1.211\), the function \(e^{\lambda x_0}I\) increases with \(\lambda\), by the argument of the lemma. For \(\lambda<\lambda^*\), compressed high asperities outweigh the stretched ones. Numerically \(\lambda^*=0.619\), \(I'(\lambda^*)=9.03\) and \(I''(\lambda^*)=-51.5\).

The prefactor favours small \(\lambda\), so the maximum lies just above the zero of the full integral, which tends to \(\lambda^*\) as \(S\) grows. Put \(\lambda=\lambda^*+u\) and expand \(e^{-x^2/2S^2}\) to first order. The integral becomes \(I'(u-c/S^2)\), with \(c=I''/(2I')=-2.85\). The logarithm to be maximised is \(-S^2\lambda^*u+\ln(u-c/S^2)\), because \(u^2S^2\) is of order \(S^{-2}\). Its derivative vanishes at \(u=(c+1/\lambda^*)/S^2=-1.24/S^2\), slightly below \(\lambda^*\) because the factor \(e^{-x^2/2S^2}\) weakens the compressed asperities, and

\[
P\simeq\frac{I'(\lambda^*)}{\sqrt{2\pi}\,\lambda^*S^3}
\exp\!\Big[-\frac{\lambda^{*2}S^2}{2}-1-\lambda^*c\Big].
\]

The leading decay is \(e^{-0.19S^2}\): adhesion of the infinite ensemble becomes very small but does not vanish. The computed \(\ln P\) differs from this law by \(-0.042\), \(-0.011\) and \(-0.003\) at \(S=20,40,80\), a decrease as \(S^{-2}\). The law is an asymptote, not a working formula: at \(S=4\) it gives 0.009, twice the computed 0.0046.

## Preload and other failure modes

**History.** \(T(D)\) assumes that every asperity with \(x>-1\) has a neck. With zero-range adhesion, a neck forms when the summit first touches, so the asperities with \(z<d_{\min}\), where \(d_{\min}\) is the closest approach, have none. During retraction these missing asperities would have had \(-1<x<0\), where \(g>0\). Their absence can therefore only lower the tension. At the pull-off separation \(d^*\), the lowest attached summit has height \(d^*-\delta_c\). If

\[
d_{\min}\le d^*-\delta_c ,
\]

none is missing at \(d^*\), and the maximum equals that of the fully preloaded surface.

The push needed follows from the loading branch, which contains only \(x>0\). Its tension source is a jump of \(8/9\) at \(x=0\) followed by a decrease, so by the lemma the loading tension also has one maximum. Inward of that maximum the net force moves steadily towards compression, and a positive push at the required approach is the largest on the way in. Where the net force there is still attractive, a second use of the lemma, on \(g\) itself, shows that it was attractive all the way in, and the surface pulls itself close enough.

In the tabulated results the surface pulls itself in up to \(S=1\), where the force is almost zero, and must be pushed from \(S=1.5\) on. At \(S=3\) the required push, \(0.053\,NF_c\), exceeds the later pull-off, \(0.030\,NF_c\).

**Small samples.** At \(S=4\) the attached fraction at pull-off is 0.024, or two or three asperities in a hundred. The mean curve then says little about an individual body. For \(N=100\) it gives a total of \(0.46F_c\), yet a fully preloaded body always reaches at least \(F_c\), which its last neck carries alone, and random sets of 100 average about \(3.5F_c\).

**Wrong break criterion.** If necks are dropped at their maximum tension rather than at \(x=-1\), the part of \(g\) between \(x=-1\) and \(x_1\) is lost. The result still collapses, but on a lower curve.

**Tilt.** The model has one separation \(d\). A body that rotates or peels loads its asperities in sequence and can detach at a lower force.

## Worked example: a pad flake on a wafer

Consider a wet polyurethane flake from a polishing pad, held on an oxide wafer after chemical mechanical polishing. It is assumed thick enough to act as a rigid backing, a limit sized at the end. Take \(E^*=100\) MPa, \(w=0.05\) J/m², \(R=0.5\) µm, \(\sigma=10\) nm, and 100 asperities on a square of side 30 µm. The scales are

\[
F_c=1.5\pi(0.05)(0.5\times10^{-6})\ \text{N}=118\ \text{nN},
\]

\[
\delta_c=0.75\,(1.234\times10^{-24})^{1/3}\ \text{m}=8.04\ \text{nm},
\qquad S=\frac{10}{8.04}=1.24 .
\]

The curve gives \(P=0.384\), so the pull-off force is

\[
100\times0.1178\ \text{µN}\times0.384=4.5\ \text{µN},
\]

or 5.0 kPa over the flake area. Equal heights would give 11.8 µN. Pull-off occurs at \(d^*=4.3\) nm with 64 % of the asperities attached. The required closest approach is \(4.3-8.0=-3.7\) nm, which takes a push of 0.7 µN. A flake brought only to \(d=d^*\) before retraction gives \(P=0.26\), about a third less.

At fixed \(\sigma\) and \(R\), halving \(E^*\) leaves \(F_c\) unchanged but raises \(\delta_c\) by \(2^{2/3}\), and the force grows by a factor 1.64. Doubling \(w\) changes \(\delta_c\) equally and also doubles \(F_c\), giving a factor 3.3. The dependence on \(w\) is thus steeper than for a single asperity. In this regime a cleaning liquid that lowers \(w\) gains more than proportionally, provided roughness and modulus stay fixed.

**Comparison with the real case.** The modulus is a rough typical value for wet pad material. The fine-scale tip radius, height deviation, asperity count and work of adhesion of debris are less certain, so 4.5 µN is an estimate for these inputs, not a measured force. The necks are small enough to probe the solid polymer, which can be stiffer than the porous pad, and the force is sensitive to the inputs: the mean curve gives 0.70 µN for \(E^*=300\) MPa, and 0.44 µN for \(w=0.02\) J/m² at the original modulus. Real flakes have unequal tips: a log-normal radius spread of 30 % at the same mean radius gives \(P=0.391\), a change of 2 %. Viscous loss in the polymer can raise the effective \(w\) during fast removal. If it doubled \(w\) during retraction only, the force would grow by the factor 3.3 after a sufficiently close approach, and by 2.85 after the approach to \(-3.7\) nm found above, because the lower summits that could hold a neck at the larger \(\delta_c\) were never touched. An approach to \(-10\) nm, which takes a push of 5.6 µN, restores the full factor.

Other neglected effects are as follows.

- **Bending of the flake.** Lifted at its centre against 5 kPa, a flake of this area and modulus bends at its edge by about 0.6 nm if it is 20 µm thick, 5 nm at 10 µm and 36 nm at 5 µm (thin-plate estimate for a disc of equal area with Poisson ratio 0.4; only a rough guide at 20 µm, where the thickness exceeds the disc radius of 17 µm and shear deformation adds roughly 1 nm for a lift spread over a radius of 5 µm and 3 nm for 1 µm). The rigid-backing result therefore applies only to flakes about 20 µm thick or more; in thinner ones the bending is comparable with \(\delta_c\) or larger, and they may peel.
- **Range of adhesion.** For a range \(z_0=0.3\) nm, the Tabor parameter \((Rw^2/E^{*2}z_0^3)^{1/3}\) is 17. It is large compared with 1, as JKR requires.
- **Finite number.** In 400 random sets of 100 asperities, \(P\) had mean 0.41 and standard deviation 0.05. The mean lies above 0.384 because each set is maximised at its own separation.
- **Elastic coupling.** With every asperity carrying the mean force on a square array, neighbours shift the surface by 1.25 nm on average. A uniform shift only redefines \(d\). The variation across the flake is 0.6 nm, or 0.08 \(\delta_c\). Unequal forces would add local variations that this estimate leaves out.
- **Strain and strength.** At maximum tension the neck radius is 76 nm, or 0.15 \(R\). The highest asperities are still compressed at pull-off, with contact radii near 0.3 \(R\), so small-strain elasticity is only approximate for them. Taking the tips as spheres instead of paraboloids lowers the pull-off force by 2.5 %; this does not include nonlinear strain. The mean neck stress is 6.5 MPa at maximum tension and rises to 15.5 MPa just before the neck breaks. The edge stress is higher still, so local yielding of a soft polymer is not excluded.
- **Double layer.** In 1 mM salt with 25 mV on both surfaces, the sphere–flat repulsion from linear superposition, extrapolated to contact, is \(4\pi R\varepsilon\kappa\psi^2=0.29\) nN per asperity. Here \(\varepsilon\) is the permittivity of water, \(1/\kappa=9.7\) nm the screening length and \(\psi\) the surface potential. This is 0.6 % of the mean pull, counting the tips only. The surface between the tips adds to it if it lies within a few screening lengths of the wafer: a flat backing over the whole flake area repels with about 24 % of the pull-off force at a gap of 20 nm and 1 % at 50 nm. If the surface potentials stay fixed during approach, the contact value is about half of this; if the surface charges stay fixed, the repulsion close to contact is larger, and this estimate does not bound it.

The curve, the push at each roughness and the example values with more digits are in the numerical output.

## Computed values

```
UNIVERSAL CURVE: S, P, D at pull-off, attached, push/(N Fc)
 0.1  9.938e-01   0.471  1.0000  -0.5825
 0.3  9.309e-01   0.338  0.9863  -0.4538
 0.5  8.123e-01   0.227  0.9388  -0.2859
 1.0  5.047e-01   0.325  0.7501  -0.0092
 1.5  2.811e-01   0.867  0.5354   0.0974
 2.0  1.440e-01   1.792  0.3461   0.1097
 3.0  2.994e-02   4.691  0.1093   0.0531
 4.0  4.564e-03   8.914  0.0239   0.0139
largest relative collapse error   1.3e-10
smooth-limit coefficient          0.6084
rough-limit lambda*               0.6191
I'(lambda*), I''(lambda*)         9.0304, -51.5319
ln P minus rough law, S=20,40,80  -0.0420, -0.0107, -0.0027
EXAMPLE INPUTS
w = 0.05 J/m2, R = 0.5 um, E* = 100 MPa
sigma = 10 nm, N = 100, side = 30 um
EXAMPLE RESULTS
break extension delta_c           8.044 nm
single pull-off force Fc          117.81 nN
roughness ratio S                 1.2432
normalised pull-off P             0.3839
separation at pull-off            4.33 nm
attached fraction                 0.6449
equal-height force N Fc           11.781 uN
flake pull-off force              4.523 uN
mean stress on flake              5.026 kPa
required closest approach         -3.72 nm
push there (negative: self-pull)  0.695 uN
NEGLECTED EFFECTS AND VARIANTS
P if pressed only to pull-off gap 0.2604
P if necks drop at max tension    0.2353
P with 30 % radius spread         0.3910
P, 100 asperities: mean, std      0.4077, 0.0509
Tabor parameter (range 0.3 nm)    16.7
neck radius at max tension        76.2 nm
neck radius / tip radius          0.152
mean neck stress at max tension   6.46 MPa
coupling shift: mean, max-min     1.251, 0.607 nm
coupling (max-min)/delta_c        0.075
Debye length (1 mM, 25 mV)        9.71 nm
double-layer force per asperity   0.287 nN
same / mean pull P Fc             0.0063
force factor for doubled w        3.286
force factor for halved E*        1.643
```
